\section*{Dyall's Hamiltonian, its CASCI eigenfunctions and the MP2 limit of NEVPT2, part 2}

We seek the second-order correction to a complete-active-space (CAS) reference $\Psi$, and its limit without active orbitals. In real orthonormal orbitals, with spins $\sigma,\tau$ and integrals $(pq|mn)$ in charge-density order, the Hamiltonian is
\begin{equation}
H=E_{\rm nuc}+\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}
+\tfrac12\sum_{pqmn}\sum_{\sigma\tau}(pq|mn)\,
a^\dagger_{p\sigma}a^\dagger_{m\tau}a_{n\tau}a_{q\sigma}.
\label{H}
\end{equation}
Core orbitals $i,j$ are doubly occupied throughout the CAS, virtual orbitals $r,s$ are empty, and active orbitals $a,b,c,d$ have all possible occupations; $p,q,m,n$ are arbitrary. $P$ projects onto the CAS, $Q=1-P$, and $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$. Dyall's Hamiltonian is
\begin{equation}
H^{\rm D}=C+\sum_i\varepsilon_iE_{ii}+\sum_r\varepsilon_rE_{rr}+H_{\rm act},
\qquad C=E_{\rm core}-2\sum_i\varepsilon_i ,
\label{HD}
\end{equation}
where $E_{\rm core}$ is the energy of the filled core, including $E_{\rm nuc}$, and
\begin{align}
H_{\rm act}&=\sum_{ab}h^{\rm eff}_{ab}E_{ab}
+\tfrac12\sum_{abcd}(ab|cd)(E_{ab}E_{cd}-\delta_{bc}E_{ad}),\label{Hact}\\
h^{\rm eff}_{ab}&=h_{ab}+\sum_j[2(ab|jj)-(aj|jb)].\label{heff}
\end{align}
$H^{\rm D}$ conserves every core and virtual occupation. A normalized CASCI state, with $P\Psi=\Psi$ and $PHP\,\Psi=E\Psi$, satisfies
\begin{equation}
H^{\rm D}\Psi=PH^{\rm D}P\Psi=PHP\Psi=E\Psi ,
\label{eigen}
\end{equation}
\begin{equation}
H\Psi=E\Psi+QH\Psi ,
\label{resid}
\end{equation}
for any numbers $\varepsilon_i,\varepsilon_r$.

The example is an open chain of six sites with six electrons. With $p,q$ labelling sites and $n_p=E_{pp}$,
\begin{align}
H={}&\sum_pe_pn_p-\sum_{p=1}^{5}t_p(E_{p,p+1}+E_{p+1,p})\nonumber\\
&+U\sum_pn_{p\uparrow}n_{p\downarrow}+\sum_{p<q}V_{pq}(n_p-1)(n_q-1).
\label{chain}
\end{align}
In hartree ($E_{\rm h}$), $t_p$ alternates between 0.12 and 0.08, beginning with 0.12; $U=0.40$, $V_{pq}=U/(1+|p-q|)$, and $e_p$ are $0.00$, $0.02$, $-0.01$, $0.03$, $-0.02$, $0.01$. There are 400 determinants with equal numbers of spin-up and spin-down electrons. The orbitals are closed-shell Hartree--Fock orbitals. With the lowest two as core, the next two active and the highest two virtual, the reference is the lowest CASCI root, a singlet at $-0.4419\,E_{\rm h}$.

\subsection{The inactive orbital energies}

Second-order $n$-electron valence state perturbation theory (NEVPT2) fixes the free numbers $\varepsilon$ through the generalized Fock matrix
\begin{equation}
f_{pq}=h_{pq}+\sum_{mn}\gamma_{mn}\big[(pq|mn)-\tfrac12(pn|mq)\big],
\qquad \gamma_{mn}=\langle\Psi|E_{mn}|\Psi\rangle .
\label{fock}
\end{equation}
The core orbitals are rotated among themselves until the core block of $f$ is diagonal, and likewise the virtual orbitals. Such rotations leave the CAS unchanged. The diagonal elements are $\varepsilon_i$ and $\varepsilon_r$.

To see what they mean, commute an annihilator with \eqref{H}. It can be contracted with either creator of the two-electron term; the two results are equal after relabelling and cancel the factor $\tfrac12$:
\begin{equation}
[a_{p\sigma},H]=\sum_qh_{pq}a_{q\sigma}
+\sum_{qmn\tau}(pq|mn)a^\dagger_{m\tau}a_{n\tau}a_{q\sigma}.
\label{comm}
\end{equation}
Next take the anticommutator with $a^\dagger_{s\sigma}$, where $s$ may for the moment be any orbital. Moving this creator to the left through two annihilators gives
\begin{equation}
a_{n\tau}a_{q\sigma}a^\dagger_{s\sigma}
=\delta_{qs}a_{n\tau}-\delta_{ns}\delta_{\sigma\tau}a_{q\sigma}
+a^\dagger_{s\sigma}a_{n\tau}a_{q\sigma}.
\end{equation}
After multiplication by $a^\dagger_{m\tau}$ from the left, the last term cancels the other half of the anticommutator, because $a^\dagger_{m\tau}a^\dagger_{s\sigma}=-a^\dagger_{s\sigma}a^\dagger_{m\tau}$. Hence
\begin{equation}
\{[a_{p\sigma},H],a^\dagger_{s\sigma}\}
=h_{ps}+\sum_{mn}(ps|mn)E_{mn}-\sum_{mq}(pq|ms)a^\dagger_{m\sigma}a_{q\sigma}.
\label{anti}
\end{equation}
The expectation value in $\Psi$, averaged over the two spins, is $f_{ps}$. The average produces the factor $\tfrac12$ in the exchange term of \eqref{fock}.

For a virtual orbital $r=p=s$, the half of the anticommutator with $a^\dagger_{r\sigma}$ on the left vanishes because $\langle\Psi|a^\dagger_{r\sigma}=0$. In the other half $a_{r\sigma}a^\dagger_{r\sigma}\Psi=\Psi$, so
\begin{equation}
\varepsilon_r=\tfrac12\sum_\sigma\langle\Psi|a_{r\sigma}Ha^\dagger_{r\sigma}|\Psi\rangle-E .
\label{attach}
\end{equation}
For a core orbital $a^\dagger_{i\sigma}\Psi=0$, and the surviving half gives
\begin{equation}
-\varepsilon_i=\tfrac12\sum_\sigma\langle\Psi|a^\dagger_{i\sigma}Ha_{i\sigma}|\Psi\rangle-E .
\label{remove}
\end{equation}
Thus $\varepsilon_r$ is the energy of adding an electron to $r$ and $-\varepsilon_i$ that of removing one from $i$, each averaged over the two spins of that electron. The other electrons keep the correlated state $\Psi$ and do not relax.

\subsection{The second-order energy}

Write $H(\lambda)=H^{\rm D}+\lambda V$ with $V=H-H^{\rm D}$. The two eigenvalue statements recalled above give
\begin{equation}
V\Psi=H\Psi-E\Psi=QH\Psi .
\label{V}
\end{equation}
The first-order energy $\langle\Psi|V|\Psi\rangle$ is zero, and $V$ does not couple $\Psi$ to any other state of the CAS. The terms of order $\lambda$ in the Schr\"odinger equation are $(H^{\rm D}-E)\Psi^{(1)}=-V\Psi$. The terms of order $\lambda^2$, projected on $\Psi$, give $E^{(2)}=\langle\Psi|V|\Psi^{(1)}\rangle$. Therefore
\begin{equation}
E^{(2)}=-\langle\Psi|HQ\,(H^{\rm D}-E)^{-1}QH|\Psi\rangle .
\label{uc}
\end{equation}
This is the uncontracted energy. It requires that $H^{\rm D}-E$ have no zero eigenvalue in the states reached by $QH\Psi$. We assume that the eigenvalues there, the gaps, are positive.

Since $H^{\rm D}$ conserves the inactive occupations, the space outside the CAS splits into sets $S_\kappa$ with fixed core and virtual occupations. No matrix element of $H^{\rm D}$ connects two sets. The two-electron operator $H$ can make $h=0,1,2$ holes in the core and place $v=0,1,2$ electrons in virtual orbitals. The case $h=v=0$ is the CAS itself, which leaves eight classes $(h,v)$.

In each set $H$ creates one function $\Psi_\kappa=P_\kappa H\Psi$, where $P_\kappa$ projects onto $S_\kappa$. Strong contraction keeps this one function. Define
\begin{equation}
N_\kappa=\langle\Psi_\kappa|\Psi_\kappa\rangle,\qquad
E_\kappa=\langle\Psi_\kappa|H^{\rm D}|\Psi_\kappa\rangle/N_\kappa ,
\end{equation}
and insert $\Psi^{(1)}=\sum_\kappa c_\kappa\Psi_\kappa$. Projection of the first-order equation on $\Psi_\kappa$ gives $c_\kappa(E_\kappa-E)N_\kappa=-N_\kappa$, and with $E^{(2)}=\sum_\kappa c_\kappa N_\kappa$
\begin{equation}
E^{(2)}_{\rm SC}=-\sum_\kappa\frac{N_\kappa}{E_\kappa-E}.
\label{sc}
\end{equation}
Partial contraction lies between the two: in each $S_\kappa$ it uses the span of the functions made from $\Psi$ by the separate excitation operators contained in $H$, a subspace to which $\Psi_\kappa$ belongs.

To compare the two ends, expand $\Psi_\kappa$ in eigenfunctions of $H^{\rm D}$ with gaps $x_\mu>0$ and weights $w_\mu$ that sum to one. The uncontracted term is $-N_\kappa\sum_\mu w_\mu/x_\mu$, and the strongly contracted one is $-N_\kappa/\sum_\mu w_\mu x_\mu$. Because $1/x$ is convex for $x>0$, the mean of the inverse is at least the inverse of the mean. The uncontracted energy is therefore at least as low. The two agree if $\Psi_\kappa$ contains a single gap.

\subsection{The chain with two active orbitals}

For the chain \eqref{chain} with two core, two active and two virtual orbitals, \eqref{sc} and \eqref{uc} give the following contributions in hartree. The uncontracted values come from solving the linear equations for $\Psi^{(1)}$ in the determinant basis.

\begin{center}
\begin{tabular}{ccc}
$(h,v)$ & strongly contracted & uncontracted\\
$(0,1)$ & $-0.0010772$ & $-0.0010787$\\
$(0,2)$ & $-0.0020199$ & $-0.0020199$\\
$(1,0)$ & $-0.0008175$ & $-0.0008185$\\
$(1,1)$ & $-0.0137268$ & $-0.0137371$\\
$(1,2)$ & $-0.0038096$ & $-0.0038103$\\
$(2,0)$ & $-0.0020383$ & $-0.0020383$\\
$(2,1)$ & $-0.0038838$ & $-0.0038846$\\
$(2,2)$ & $-0.0053196$ & $-0.0053196$\\
sum & $-0.0326927$ & $-0.0327070$
\end{tabular}
\end{center}

In three classes the columns agree, and the reason can be read off. In $(2,2)$ the active electrons remain in the state $\Psi$. In $(0,2)$ both active electrons have left and the active orbitals are empty. In $(2,0)$ two have arrived and the active orbitals are full. In each case the active energy in $\Psi_\kappa$ is one number, so each function $\Psi_\kappa$ contains a single gap. The sets of class $(2,2)$ also hold other active states with other gaps, but $H\Psi$ has no component on them. In the other five classes the active electrons can be left in several states, and contraction raises the energy, by $0.000014\,E_{\rm h}$ in total. The smallest gap in the sets reached by $H$ is $0.389\,E_{\rm h}$, so the assumption of positive gaps holds. The strongly contracted correction is $-0.0327\,E_{\rm h}$, or $-0.890$ eV.

\subsection{No active orbitals}

Let every orbital now be core or virtual. The CAS shrinks to one closed-shell determinant $\Phi$, the active part of $H^{\rm D}$ disappears, and
\begin{equation}
H^{\rm D}=C+\sum_i\varepsilon_iE_{ii}+\sum_r\varepsilon_rE_{rr}.
\label{HD0}
\end{equation}
The density matrix is $\gamma_{ij}=2\delta_{ij}$, with all other elements zero, so \eqref{fock} is the closed-shell Fock matrix. Take $\Phi$ to be the Hartree--Fock determinant in canonical orbitals. Then $f$ is diagonal, $\varepsilon$ are the canonical orbital energies, and the eigenvalue of $\Phi$ is $E_{\rm HF}=C+2\sum_i\varepsilon_i$.

A set $S_\kappa$ now fixes the occupation of every orbital, so $H^{\rm D}$ is a number on it. If electrons are moved from $i,j$ to $r,s$, the gap is
\begin{equation}
\Delta_{ij}^{rs}=\varepsilon_r+\varepsilon_s-\varepsilon_i-\varepsilon_j .
\label{gap}
\end{equation}
Any subspace of $S_\kappa$ that contains $\Psi_\kappa$ gives the same contribution $-N_\kappa/\Delta_{ij}^{rs}$. Strong contraction, partial contraction and no contraction coincide.

It remains to find $N_\kappa$. For one electron moved from $i$ to $r$, the amplitude is $\langle\Phi|a^\dagger_{i\sigma}a_{r\sigma}H|\Phi\rangle=\langle\Phi|a^\dagger_{i\sigma}[a_{r\sigma},H]|\Phi\rangle$, since $a_{r\sigma}\Phi=0$. The opposite order of the two factors gives zero because $a^\dagger_{i\sigma}\Phi=0$. The commutator may thus be completed to the anticommutator \eqref{anti}, and the amplitude is $f_{ri}$ for either spin. It vanishes for Hartree--Fock orbitals, which is Brillouin's condition.

For two electrons let $A=(ir|js)$ and $B=(is|jr)$, with $i\neq j$ and $r\neq s$. The factor $\tfrac12$ in \eqref{H} is cancelled because each double replacement occurs twice, with the two electrons interchanged. If the electrons have opposite spins, the one from $i$ goes to $r$ with amplitude $A$ or to $s$ with amplitude $B$. These are different determinants, and each occurs for two spin assignments. If the spins are equal, both routes end in the same determinant, and the interchange of two creators gives a relative minus sign, hence $A-B$, again for two spin assignments. The norm is
\begin{equation}
N=2A^2+2B^2+2(A-B)^2=4(A^2+B^2-AB).
\label{N}
\end{equation}
If $i=j$ or $r=s$, then $A=B$ and equal spins are excluded. When one pair coincides, two determinants with amplitude $A$ remain and $N=2A^2$; when both coincide, one remains and $N=A^2$.

All cases are contained in an unrestricted sum of $A(2A-B)$. For $i\neq j$, $r\neq s$ the same set occurs in four index orders. Two of them give $A(2A-B)$, and the two with $r$ and $s$ interchanged give $B(2B-A)$; together they make \eqref{N}. With one coinciding pair there are two orders, each giving $A^2$, and with two coinciding pairs there is one. Hence
\begin{equation}
E^{(2)}=-\sum_{ijrs}\frac{(ir|js)\,[2(ir|js)-(is|jr)]}
{\varepsilon_r+\varepsilon_s-\varepsilon_i-\varepsilon_j},
\label{mp2}
\end{equation}
which is the closed-shell MP2 energy.

The agreement can also be seen in the operators. M{\o}ller--Plesset theory starts from the Fock operator $F=\sum_p\varepsilon_pE_{pp}$, and \eqref{HD0} is $F+C$. The constant $C=E_{\rm HF}-2\sum_i\varepsilon_i$ is the first-order M{\o}ller--Plesset energy. Dyall's partition moves it into zeroth order.

\subsection{Numbers for the limit}

With three core and three virtual orbitals the chain has $\varepsilon_2=-0.02923$, $\varepsilon_3=0.05009$, $\varepsilon_4=0.36269$ and $\varepsilon_5=0.43583\,E_{\rm h}$. For the replacement of orbitals 2, 3 by 4, 5 the integrals are $A=0.0288148$ and $B=0.0193065\,E_{\rm h}$. Then
\begin{align}
N&=4(A^2+B^2-AB)=0.002587\,E_{\rm h}^2,\nonumber\\
\Delta&=0.36269+0.43583+0.02923-0.05009\approx0.7777\,E_{\rm h},
\end{align}
and the contribution is $-N/\Delta=-0.00333\,E_{\rm h}$. The sum over all sets is $-0.0315\,E_{\rm h}$, or $-0.857$ eV, from \eqref{sc}, \eqref{uc} and \eqref{mp2} alike.

Added to $E_{\rm HF}=-0.4380\,E_{\rm h}$ this gives $-0.4695\,E_{\rm h}$. The CASCI energy with its strongly contracted correction is $-0.4419-0.0327=-0.4746\,E_{\rm h}$. Diagonalization in all 400 determinants gives $-0.4932\,E_{\rm h}$, so in this model the two results lie $0.0237$ and $0.0186\,E_{\rm h}$ above the exact energy.

\subsection{Conditions on the limit}

If $\Phi$ is not the Hartree--Fock determinant, its core and virtual blocks of $f$ can still be made diagonal, but $f_{ri}$ remains. Two spins give $N=2f_{ri}^2$, with the gap $\varepsilon_r-\varepsilon_i$, so \eqref{mp2} acquires the extra term
\begin{equation}
E^{(2)}_{\rm singles}=-2\sum_{ir}\frac{f_{ri}^2}{\varepsilon_r-\varepsilon_i}.
\label{singles}
\end{equation}
Singles and doubles belong to different sets and have no cross term. Mixing orbitals 3 and 4 of the chain by an angle of 0.10 rad raises the energy of the determinant from $-0.4380$ to $-0.4329\,E_{\rm h}$. The doubles then give $-0.0317$ and the singles $-0.0043\,E_{\rm h}$, together $-0.0360\,E_{\rm h}$.

The active orbitals must be absent, not merely filled. Suppose that one orbital $a$ is declared active but is doubly occupied in the Hartree--Fock determinant. Its two electrons have the energy $2h^{\rm eff}_{aa}+(aa|aa)$ in $H_{\rm act}$, and $f_{aa}=h^{\rm eff}_{aa}+(aa|aa)$. Moving both to $r$ and $s$ costs
\begin{equation}
\varepsilon_r+\varepsilon_s-2h^{\rm eff}_{aa}-(aa|aa)
=\varepsilon_r+\varepsilon_s-2f_{aa}+(aa|aa).
\end{equation}
This exceeds the MP2 gap by $(aa|aa)$. The Fock energy counts the repulsion of the pair once for each electron, whereas $H_{\rm act}$ counts it once for the pair.

Finally, \eqref{mp2} grows without bound when a gap \eqref{gap} goes to zero while its $N$ stays away from zero. Making the orbitals involved active moves the corresponding configurations into the CAS. By \eqref{V} they are then no longer coupled to $\Psi$ by the perturbation, and that denominator disappears from the second-order energy.

Numerical values quoted here were computed with a short program.
